# No-Go Theorem for the Dicke Superradiant Transition: test program

```python
"""
No-go theorem for the Dicke superradiant transition, units hbar = m = 1.
N one-electron atoms share one cavity mode with uniform vector potential:
  H = wc a^+a + sum_i [h_i - k0 (a+a^+) p_i] + D (a+a^+)^2,
  D = N k0^2 / 2 = wp^2 / (4 wc),  k0 = charge * vector-potential amplitude.
wc: bare cavity frequency; wp: plasma frequency (wp^2 proportional to density);
w_n, phi_n: atomic excitation frequencies and oscillator strengths, sum phi <= 1.
Result under test: the lower polariton frequency is at least
  wc*w_1 / sqrt(wc^2 + w_1^2 + wp^2) > 0,
and the ground state holds at most D/wc photons for every N.
"""
from itertools import combinations_with_replacement
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.sparse import coo_matrix, diags, identity, kron, csr_matrix
from scipy.sparse.linalg import eigsh


def solve_atom(size=120, pad=10):
    """Tilted double well in an oscillator basis; products formed before cutting."""
    a = np.diag(np.sqrt(np.arange(1, size + pad)), 1)
    x = (a + a.T) / np.sqrt(2)
    p = 1j * (a.T - a) / np.sqrt(2)
    x2 = x @ x
    h = (p @ p).real / 2 + x2 @ x2 / 4 - x2 + x / 10
    h, x, p = h[:size, :size], x[:size, :size], p[:size, :size]
    energy, vec = np.linalg.eigh(h)
    return h, p, energy, vec.T @ x @ vec, vec.T @ p @ vec


def lowest_square(wc, w, g, D):
    """Smallest squared mode frequency from the boson equations of motion."""
    W = np.diag(np.concatenate(([wc], w)))
    G = np.zeros_like(W)
    G[0, 0] = 2 * D
    G[0, 1:] = G[1:, 0] = g
    motion = np.block([[W + G, G], [-G, -W - G]])
    return np.min((np.linalg.eigvals(motion) ** 2).real)


def dielectric_root(wc, wp, w, phi):
    """Root below w[0] of Omega^2 * epsilon(Omega) = wc^2."""
    def f(o):
        return o**2 * (1 + wp**2 * np.sum(phi / (w**2 - o**2))) - wc**2
    return brentq(f, 0, w[0] * (1 - 1e-12), xtol=1e-14)


def bound(wc, wp, w1):
    return wc * w1 / np.sqrt(wc**2 + w1**2 + wp**2)


def many_atom_hamiltonian(N, levels, max_excited, photons, wc, D, energy, p):
    """Permutation-symmetric N-atom states times photon number states.
    Matter energy is measured from N times the atomic ground energy."""
    states = []
    for k in range(min(N, max_excited) + 1):
        for combo in combinations_with_replacement(range(1, levels), k):
            occ = [N - k] + [0] * (levels - 1)
            for level in combo:
                occ[level] += 1
            states.append(tuple(occ))
    index = {s: i for i, s in enumerate(states)}
    rows, cols, vals = [], [], []
    for col, occ in enumerate(states):
        for j in range(levels):
            if occ[j] == 0:
                continue
            for i in range(levels):
                if i == j:
                    continue
                new = list(occ)
                new[j] -= 1
                new[i] += 1
                row = index.get(tuple(new))
                if row is not None:
                    rows.append(row)
                    cols.append(col)
                    vals.append(p[i, j] * np.sqrt(occ[j] * (occ[i] + 1)))
    n = len(states)
    P = coo_matrix((vals, (rows, cols)), shape=(n, n)).tocsr()
    E = diags(np.array(states) @ (energy[:levels] - energy[0]))
    a = np.diag(np.sqrt(np.arange(1, photons + 2)), 1)
    X = a + a.T
    X2 = csr_matrix((X @ X)[:photons, :photons])
    X = csr_matrix(X[:photons, :photons])
    number = kron(diags(np.arange(photons, dtype=float)), identity(n))
    H = (wc * number + kron(identity(photons), E) + D * kron(X2, identity(n))
         - np.sqrt(2 * D / N) * kron(X, P))
    return H.tocsr(), number.tocsr()


def lowest_states(H):
    start = np.ones(H.shape[0], dtype=complex)
    values, vectors = eigsh(H, k=2, which="SA", ncv=50, v0=start, maxiter=5000)
    order = np.argsort(values)
    return values[order], vectors[:, order]


# Atom: spectrum, momentum relation and sum rule
h, p_basis, energy, x, p = solve_atom()
kept = 30
w = energy[1:kept + 1] - energy[0]
phi = 2 * w * x[1:kept + 1, 0] ** 2
assert np.allclose(p[1:9, 0], 1j * w[:8] * x[1:9, 0], atol=1e-8)
assert np.max(np.abs(np.diag(p)[:9])) < 1e-8
assert abs(phi.sum() - 1) < 1e-9
p0 = np.abs(p[1:kept + 1, 0])
wc = 0.5
print("Frequency unit u = hbar/(m l^2), energy unit hbar*u, hbar = m = 1")
print(f"cavity frequency wc = {wc:.3f} u")
print(f"atomic ground energy = {energy[0]:.6f} hbar*u")
for n in range(3):
    print(f"transition 0->{n+1}: w = {w[n]:.6f} u, phi = {phi[n]:.6f}")
print(f"sum of phi over {kept} transitions = {phi.sum():.9f}")

# A uniform static vector potential cannot change the atomic ground energy
k = 1.0
one = np.eye(len(h))
shift = np.linalg.eigvalsh(h - k * p_basis + k**2 / 2 * one)[0] - energy[0]
two = np.diag(energy[:2]) - k * p[:2, :2] + k**2 / 2 * np.eye(2)
shift_two = np.linalg.eigvalsh(two)[0] - energy[0]
assert abs(shift) < 1e-8
assert shift_two > 1e-4
print(f"static field, charge*A = {k:.1f} hbar/l:")
print(f"  ground shift below 1e-8 hbar*u, all levels: {abs(shift) < 1e-8}")
print(f"  ground shift, two levels = {shift_two:.6f} hbar*u")

# Polaritons: equations of motion against the dielectric condition
print("Lower polariton (u); last column: squared frequency without A^2 (u^2)")
print("wp (u) | all levels | two levels | lower bound | two levels, no A^2")
for wp in (0.5, 1.0, 2.0, 4.0, 8.0):
    D = wp**2 / (4 * wc)
    g = np.sqrt(2 * D) * p0
    full = np.sqrt(lowest_square(wc, w, g, D))
    root = dielectric_root(wc, wp, w, phi)
    assert abs(full / root - 1) < 1e-5
    pair = np.sqrt(lowest_square(wc, w[:1], g[:1], D))
    low = bound(wc, wp, w[0])
    assert full > low and pair > low
    bare = lowest_square(wc, w[:1], g[:1], 0.0)
    print(f"{wp:5.1f}  | {root:.6f} | {pair:.6f} | {low:.6f} | {bare:.6f}")

# Spurious critical density when the A^2 term is dropped
def without_square(wp):
    return lowest_square(wc, w[:1], wp / np.sqrt(2 * wc) * p0[:1], 0.0)


critical = brentq(without_square, 0.1 * wc, 3 * wc / np.sqrt(phi[0]))
assert abs(critical / (wc / np.sqrt(phi[0])) - 1) < 1e-6
print(f"spurious critical wp, two levels without A^2 = {critical:.6f} u")

# Limits of large density
wp = 100.0
D = wp**2 / (4 * wc)
far_full = dielectric_root(wc, wp, w, phi)
static_limit = wc / np.sqrt(1 + wp**2 * np.sum(phi / w**2))
far_pair = np.sqrt(lowest_square(wc, w[:1], np.sqrt(2 * D) * p0[:1], D))
plateau = w[0] * np.sqrt(1 - phi[0])
assert abs(far_full / static_limit - 1) < 1e-2
assert abs(far_pair / plateau - 1) < 1e-2
print(f"wp = {wp:.0f} u: all levels {far_full:.6f} u, "
      f"wc/sqrt(eps(0)) = {static_limit:.6f} u")
print(f"wp = {wp:.0f} u: two levels {far_pair:.6f} u, plateau {plateau:.6f} u")

# Random spectra: the bound, and the exact place where stability is lost
rng = np.random.default_rng(7)
trials, smallest_ratio = 300, np.inf
for _ in range(trials):
    wr = np.sort(rng.uniform(0.3, 5.0, 5))
    share = rng.dirichlet(np.ones(5))
    c, q = rng.uniform(0.2, 3.0), rng.uniform(0.2, 8.0)
    D = q**2 / (4 * c)
    allowed = share * rng.uniform(0.3, 1.0)
    square = lowest_square(c, wr, np.sqrt(D * allowed * wr), D)
    assert square > 0
    smallest_ratio = min(smallest_ratio, np.sqrt(square) / bound(c, q, wr[0]))
    edge = 1 + c**2 / q**2
    for factor, sign in ((0.98, 1), (1.02, -1)):
        gr = np.sqrt(D * factor * edge * share * wr)
        assert sign * lowest_square(c, wr, gr, D) > 0
assert smallest_ratio > 1
print(f"{trials} random spectra: smallest frequency/bound = {smallest_ratio:.4f}")

# Finite numbers of three-level atoms approach the boson result
wp = 1.0
D = wp**2 / (4 * wc)
target = np.sqrt(lowest_square(wc, w[:2], np.sqrt(2 * D) * p0[:2], D))
numbers, gaps = np.array([40, 80, 160]), []
for N in numbers:
    H, _ = many_atom_hamiltonian(int(N), 3, 16, 24, wc, D, energy, p)
    values, _ = lowest_states(H)
    gaps.append(values[1] - values[0])
    print(f"three-level atoms, wp = {wp:.0f} u, N = {N}: gap = {gaps[-1]:.6f} u")
limit = np.polyfit(1 / numbers, gaps, 2)[-1]
# the tolerance covers the cubic remainder of the extrapolation in 1/N
assert abs(limit / target - 1) < 5e-3
assert abs(gaps[2] - target) < abs(gaps[0] - target)
print(f"extrapolated gap = {limit:.6f} u, boson theory = {target:.6f} u")

# Two atoms with many levels: energy and photon-number bounds
wp = 2.0
D = wp**2 / (4 * wc)
H, number = many_atom_hamiltonian(2, 12, 2, 30, wc, D, energy, p)
values, vectors = lowest_states(H)
ground = vectors[:, 0]
photons = np.vdot(ground, number @ ground).real
assert wc * photons <= values[0] <= D
assert photons <= D / wc
print(f"two atoms, wp = {wp:.0f} u: D = {D:.3f} u")
print(f"  ground energy above uncoupled atoms = {values[0]:.6f} hbar*u")
print(f"  mean photon number = {photons:.6f}, upper bound D/wc = {D/wc:.3f}")

# Conversion for a length unit of one nanometre and the electron mass
length = 1e-9
unit = const.hbar / (const.m_e * length**2)
mev = const.hbar * unit / const.e * 1e3
density = const.epsilon_0 * const.m_e * unit**2 / const.e**2
main = dielectric_root(wc, 1.0, w, phi)
print(f"for l = {length*1e9:.0f} nm: hbar*u = {mev:.3f} meV")
print(f"  density at wp = 1 u: {density*1e-6:.3e} cm^-3")
print(f"  lower polariton at wp = 1 u, all levels: {main*mev:.3f} meV")
print(f"  lower bound at wp = 1 u: {bound(wc, 1.0, w[0])*mev:.3f} meV")
print("done: every assertion held")
```

Running it gives:

```
Frequency unit u = hbar/(m l^2), energy unit hbar*u, hbar = m = 1
cavity frequency wc = 0.500 u
atomic ground energy = -0.331138 hbar*u
transition 0->1: w = 0.402793 u, phi = 0.714224
transition 0->2: w = 1.556621 u, phi = 0.106665
transition 0->3: w = 2.791230 u, phi = 0.171603
sum of phi over 30 transitions = 1.000000000
static field, charge*A = 1.0 hbar/l:
  ground shift below 1e-8 hbar*u, all levels: True
  ground shift, two levels = 0.271975 hbar*u
Lower polariton (u); last column: squared frequency without A^2 (u^2)
wp (u) | all levels | two levels | lower bound | two levels, no A^2
  0.5  | 0.281137 | 0.302244 | 0.247482 | 0.030352
  1.0  | 0.192204 | 0.253962 | 0.169472 | -0.137103
  2.0  | 0.110919 | 0.227672 | 0.095879 | -0.476106
  4.0  | 0.058125 | 0.218657 | 0.049713 | -1.156215
  8.0  | 0.029437 | 0.216175 | 0.025094 | -2.517490
spurious critical wp, two levels without A^2 = 0.591634 u
wp = 100 u: all levels 0.002365 u, wc/sqrt(eps(0)) = 0.002365 u
wp = 100 u: two levels 0.215331 u, plateau 0.215325 u
300 random spectra: smallest frequency/bound = 1.0300
three-level atoms, wp = 1 u, N = 40: gap = 0.229411 u
three-level atoms, wp = 1 u, N = 80: gap = 0.232448 u
three-level atoms, wp = 1 u, N = 160: gap = 0.233987 u
extrapolated gap = 0.235540 u, boson theory = 0.235538 u
two atoms, wp = 2 u: D = 2.000 u
  ground energy above uncoupled atoms = 0.542600 hbar*u
  mean photon number = 0.568978, upper bound D/wc = 4.000
for l = 1 nm: hbar*u = 76.200 meV
  density at wp = 1 u: 4.211e+18 cm^-3
  lower polariton at wp = 1 u, all levels: 14.646 meV
  lower bound at wp = 1 u: 12.914 meV
done: every assertion held
```
